# Counting vacancies and self-interstitials in drifting silicon by Wigner-Seitz occupancy

Remove the common drift of the atoms, assign every atom to its nearest periodic reference site, and let \(n_s\) be the number assigned to site \(s\). The numbers of vacancies and excess atoms are

\[
V=\sum_s\max(0,1-n_s),\qquad
I=\sum_s\max(0,n_s-1).
\]

A split interstitial, two atoms sharing one site, gives \(n_s=2\) and therefore one excess atom, provided both partners lie in that site's cell and the neighbouring atoms keep theirs. In a silicon simulation with one vacancy and one split interstitial, a drift of 0.15 nm turns the count \((V,I)=(1,1)\) into \((255,255)\). Correcting the drift restores \((1,1)\).

## Six sites by hand

Along a [111] line in diamond, neighbouring atoms are separated alternately by one and three bond lengths. Take the bond length as the unit and close the line into a ring of length 12, with sites

\[
0,\ 1,\ 4,\ 5,\ 8,\ 9.
\]

Remove the atom at 9 and replace the atom at 4 by a pair at 3.4 and 4.2. The six atoms are at

\[
0,\ 1,\ 3.4,\ 4.2,\ 5,\ 8.
\]

The cell of site 4 extends from 2.5 to 4.5, the midpoints to its neighbours, so it holds both partners. In site order the occupancies are \((1,1,2,1,1,0)\), giving \(V=I=1\). Distances are taken around the ring: an atom at 11.9 is 0.1 from site 0.

Now move all atoms by 0.6:

\[
0.6,\ 1.6,\ 4.0,\ 4.8,\ 5.6,\ 8.6.
\]

Their nearest sites are \(1,1,4,5,5,9\). The occupancies become \((0,2,1,2,0,1)\), so \(V=I=2\), and the true vacancy at 9 appears filled.

The drift can be recovered from the phase of a wave with the repeat length 4 of the ring. An atom at \(x\) contributes \(\exp(2\pi i x/4)\). The reference sites give \(3(1+i)\), with phase \(45^\circ\). The drifted atoms have phases \(54^\circ,144^\circ,0^\circ,72^\circ,144^\circ,54^\circ\), whose sum is \(0.867+3.745i\), with phase \(77.0^\circ\). The first estimate is

\[
d_0=4\,\frac{77.0^\circ-45^\circ}{360^\circ}=0.355.
\]

Two defects among six sites bias it strongly. After subtraction, however, the atoms are at

\[
0.245,\ 1.245,\ 3.645,\ 4.445,\ 5.245,\ 8.245,
\]

and their hosts are \(0,1,4,4,5,8\), which is correct. The atoms on singly occupied sites all have residual 0.245. Adding it gives \(d=0.355+0.245=0.600\), the imposed drift.

## What the count conserves

Consider a cubic cell of edge \(L\), an integer number of lattice constants \(a\), with \(N_s\) diamond sites \(\mathbf R_s\) scaled to the current box. Write the position of atom \(i\) as

\[
\mathbf r_i=\mathbf R_{s(i)}+\mathbf d+\mathbf u_i,
\]

where \(\mathbf d\) is the common drift and \(\mathbf u_i\) the remaining displacement. The host of atom \(i\) is the site \(s\) that minimizes

\[
|\mathbf r_i-\mathbf d-\mathbf R_s-\mathbf T|
\]

over all sites and all box translations \(\mathbf T\).

For any integer \(n_s\geq0\), \(\max(0,n_s-1)-\max(0,1-n_s)=n_s-1\). Since every one of the \(N\) atoms has one host,

\[
I-V=\sum_s(n_s-1)=N-N_s.
\]

This balance holds for wrong assignments too, because false vacancies and false excess atoms cancel in it. It therefore cannot validate \(V\) and \(I\) separately.

A sufficient condition for correct assignment follows from the bond length \(b=\sqrt3a/4\), the smallest distance between sites. Let an atom be at distance \(\rho\) from its own site. By the triangle inequality, its distance from any other site is at least \(b-\rho\). Its own site is nearer if \(b-\rho>\rho\), or

\[
\rho<h=\frac b2=\frac{\sqrt3a}{8}.
\]

Here \(\rho\) includes any error in the drift. The bound is sharp: an atom displaced along a bond by more than \(h\) is nearer to the neighbour.

## Drift in three dimensions

Averaging wrapped coordinates is unsafe, because an atom that crosses a face jumps by \(L\). Phases avoid this. Choose the primitive vectors

\[
\mathbf a_1=\frac a2(0,1,1),\quad
\mathbf a_2=\frac a2(1,0,1),\quad
\mathbf a_3=\frac a2(1,1,0)
\]

and the reciprocal vectors

\[
\mathbf b_1=\frac{2\pi}{a}(-1,1,1),\quad
\mathbf b_2=\frac{2\pi}{a}(1,-1,1),\quad
\mathbf b_3=\frac{2\pi}{a}(1,1,-1),
\]

which satisfy \(\mathbf b_j\cdot\mathbf a_k=2\pi\delta_{jk}\). Define

\[
\phi_j=\arg\frac{\sum_i e^{i\mathbf b_j\cdot\mathbf r_i}}
{\sum_s e^{i\mathbf b_j\cdot\mathbf R_s}}.
\]

Moving an atom by \(L\) along an axis changes its phase by \(\pm2\pi L/a\), a multiple of \(2\pi\), so wrapping has no effect. The denominator does not vanish. One sublattice (A) contributes phase factors 1; the other (B), displaced by \(a(1,1,1)/4\), contributes \(e^{i\pi/2}=i\). The sum is \((N_s/2)(1+i)\).

For a rigidly shifted perfect crystal, \(\phi_j=\mathbf b_j\cdot\mathbf d-2\pi m_j\), where the integer \(m_j\) brings the phase into its principal interval. Expanding \(\mathbf d=\sum_jc_j\mathbf a_j\) gives \(\mathbf b_j\cdot\mathbf d=2\pi c_j\). Hence

\[
\mathbf d_0=\sum_j\frac{\phi_j}{2\pi}\mathbf a_j
=\mathbf d-\sum_jm_j\mathbf a_j.
\]

The undetermined part is a lattice vector. It permutes the site labels and leaves \(V\) and \(I\) unchanged. To follow defect positions between snapshots, choose the lattice vector that makes the drift continuous, with snapshots close enough for this choice to be unique.

Small vibrations enter through their mean. Let \(x\) and \(y\) be the averages of \(\mathbf b_j\cdot\mathbf u\) on the A and B sublattices. To first order the ratio is

\[
e^{i\mathbf b_j\cdot\mathbf d}
\left[1+i\frac{x+iy}{1+i}\right].
\]

Multiplying numerator and denominator of the fraction by \(1-i\) gives \([(x+y)+i(y-x)]/2\). The phase correction is thus \((x+y)/2\), the phase of the mean displacement. A vacancy on an A site removes 1 from \((N_s/2)(1+i)\), changing the ratio to \(1-(1-i)/N_s\) and the phase by about \(1/N_s\) radian. This bias was large in the six-site ring and is small in a large cell.

The general procedure is:

1. Scale the reference sites to the current box.
2. Calculate \(\mathbf d_0\), subtract it and assign the atoms.
3. Average the nearest-image residuals on singly occupied sites and add this mean to \(\mathbf d_0\).
4. Assign again and evaluate \(V\) and \(I\).

The first assignment is guaranteed for atoms whose displacement plus the error of \(\mathbf d_0\) is below \(h\).

## Why a split interstitial counts once

Put an A site at the origin, with nearest neighbours at \(a/4\) times

\[
(1,1,1),\ (-1,-1,1),\ (1,-1,-1),\ (-1,1,-1).
\]

Place the partners of a [110] pair at

\[
\mathbf p_\pm=(\pm s,\pm s,-z),\qquad s\geq0.
\]

A point \(\mathbf p\) is nearer to the origin than to a site \(\mathbf n\) when \(|\mathbf p|^2<|\mathbf p-\mathbf n|^2\). Expanding the right side and cancelling \(|\mathbf p|^2\) gives

\[
\mathbf p\cdot\mathbf n<\frac{|\mathbf n|^2}{2}.
\]

For first neighbours the right side is \(3a^2/32\). The neighbour \(a(1,1,1)/4\) gives \((2s-z)a/4<3a^2/32\), and \(a(1,-1,-1)/4\) gives \(za/4<3a^2/32\). For second neighbours the right side is \(a^2/4\). The neighbour \(a(1,1,0)/2\) gives \(sa<a^2/4\), and \(a(1,0,-1)/2\) gives \((s+z)a/2<a^2/4\). Thus

\[
2s-z<\frac{3a}{8},\quad z<\frac{3a}{8},\quad
s<\frac a4,\quad s+z<\frac a2.
\]

The other first and second neighbours add nothing for \(s\geq0\); for example, \(s-z<a/2\) follows from \(s-z\leq2s-z<3a/8\). A half-turn about the \(z\) axis exchanges the partners and maps the sites onto themselves, so both obey the same conditions. Direct nearest-site assignment of 20,000 random points for each partner, with \(0\leq s\leq0.35a\) and \(-0.2a\leq z\leq0.5a\), agreed with these inequalities at every point.

For silicon with \(a=0.5431\) nm, take \(s=0.085\) nm and \(z=0.075\) nm. In nanometres,

\[
0.095<0.204,\quad 0.075<0.204,\quad
0.085<0.136,\quad 0.160<0.272.
\]

Both partners share the cell, although each is

\[
\sqrt{2(0.085)^2+(0.075)^2}=0.142\ \text{nm}
\]

from the site, beyond \(h=0.118\) nm. The safe radius is sufficient, not necessary. If occupation instead meant lying within 0.060 nm of a site, the same defect would appear as two off-site atoms and one empty site. The net excess is still one, but the defect is described as three objects.

A tetrahedral interstitial is a second case. Its ideal position is equally far from four sites, so a small displacement decides which becomes doubly occupied. All four labels occur in the numerical output, each with one excess atom. The number is well defined; the host label is not.

## A silicon snapshot

The example uses the classical Stillinger-Weber potential and 512 reference sites in a box of edge 2.172 nm. A split interstitial relaxed alone keeps \((V,I)=(0,1)\), with a pair length of 0.247 nm. A second cell receives a split interstitial and a vacancy 1.88 nm apart. It has 512 atoms, so atom number alone reveals neither defect.

This cell runs for 3.00 ps with an imposed drift of 0.050 nm/ps along [111]. The target temperature is 600 K, but there is no thermostat, and the mean over the second half is 649 K. The drift is

\[
(0.050\ \text{nm/ps})(3.00\ \text{ps})=0.150\ \text{nm},
\]

or 0.0866 nm along each axis. The corresponding phase, \(2\pi(0.0866)/0.5431=1.00\) radian, lies within the principal interval, so no lattice vector is lost.

Without correction the result is \((255,255)\). The drift exceeds \(h\) and points from each A site to a B neighbour. A atoms therefore change host, while B atoms, which have no neighbour in that direction, keep theirs. In a perfect crystal this would empty all 256 A sites. Here the initial pair geometry suggests why one A site stays occupied: the drift carries one partner out of the interstitial's cell and brings the other close to the site. After correction the count is \((1,1)\), as it is in all 40 snapshots sampled during the run.

The refined drift is \((0.08685,0.08633,0.08627)\) nm. It differs from the imposed centre-of-mass shift by 0.0005 nm, and most of this difference comes from a site change. One atom moved into the planted vacancy, so its host changed by a bond vector, \((-0.1358,0.1358,0.1358)\) nm; the atom itself relaxes off the new site and travels less, about 0.18 nm in a relaxed cell. The comoving centre of mass is fixed while the sum of the host positions changes by this vector. The mean residual, and with it the refined drift, therefore shifts by about \(1/512\) of it in the opposite direction, \((0.00027,-0.00027,-0.00027)\) nm. The observed differences are \((0.00025,-0.00027,-0.00033)\) nm.

The vacancy consequently moved by one bond length, 0.235 nm. Only one atom changed host, which excludes a slip of the whole site labelling. That atom is 0.069 nm from its new site, inside the safe radius. The final vacancy site is the same in the last 38 samples, and quenching the snapshot does not change it. This is a lasting site change, not a vibration across a cell boundary. It occurred by the third sample, about 0.23 ps after the start, while the initial velocities were still equilibrating, so it gives no hop rate at 600 K.

The wrapped average fails in the same snapshot. With an added shift of 0.100 nm along \(x\), the true drift is 0.187 nm but the average gives 0.049 nm. One of the 16 atomic planes has crossed the face, lowering the mean by \(L/16=0.136\) nm. Having the extra atom near \(x=0\) and the missing one initially at \(x=1.086\) nm lowers it by a further \(1.086/512=0.002\) nm.

## Temperature, strain and real silicon

Suppose each displacement component is Gaussian with root-mean-square value \(\sigma\). The probability of crossing one bond-bisector plane is \(\frac12\operatorname{erfc}[h/(\sqrt2\sigma)]\). Adding the four planes gives the leading estimate

\[
P\simeq2\operatorname{erfc}\!\left(\frac{h}{\sqrt2\,\sigma}\right),
\]

which neglects overlaps and farther faces. At \(\sigma=0.045\) nm it gives 0.0180; direct assignment of 400,000 random displacements gives 0.0179.

Away from the defects the run has \(\sigma=0.0094\) nm, so \(h\) is about \(12\sigma\) and \(P\sim10^{-35}\). Harmonic scaling, \(\sigma\propto\sqrt T\), gives 0.0148 nm and \(P\approx4\times10^{-15}\) at 1600 K. These values belong to the 512-atom cell, which lacks long-wavelength phonons: for 32,768 atoms the harmonic phonons of the same potential give \(\sigma=0.0100\) nm and \(P\sim10^{-31}\) at 649 K, and 0.0157 nm and \(P\sim10^{-13}\) at 1600 K. Such remote Gaussian tails are not credible event rates. They show only that harmonic vibration of atoms away from the defects does not spoil the count. The estimate does not cover the split pair, whose partners already lie beyond \(h\); hops and strongly distorted regions also need separate attention.

An unscaled reference fails in large boxes. With a rough expansion coefficient of \(4\times10^{-6}\ \mathrm{K^{-1}}\), heating from 300 to 649 K gives a strain \(\varepsilon=1.4\times10^{-3}\). If the box centres coincide, the corner misfit is \(\sqrt3\varepsilon L/2=0.0026\) nm here. It alone would reach \(h\) at an edge of about 97 nm; the mean coefficient of real silicon over this range, about \(3.4\times10^{-6}\ \mathrm{K^{-1}}\), moves this to roughly 110 nm. Scaling the sites to the box removes this uniform error, but not local rotation or strain. In amorphous or molten regions the crystal sites no longer define defects.

One vacancy per \((2.172\ \text{nm})^3\) is about \(10^{20}\ \mathrm{cm^{-3}}\), far above typical concentrations in device-grade crystals and closer to local implantation damage. The model's formation energy for the split interstitial is 4.4 eV, whereas semilocal density-functional calculations give roughly 3 to 4 eV. The split is only metastable in this potential: annealing at 1300 K and quenching leads to an interstitial of about 3.7 eV in a 216-site cell, which also counts as \((V,I)=(0,1)\). The potential has no explicit electrons, hence no charge states or Jahn-Teller distortions; these can change energies by tenths of an electronvolt and alter the preferred geometry and mobility. Quantum vibration is a smaller omission: with a rough Debye temperature of 640 K, it raises the mean-square displacement by about 3% at the run temperature, and the potential's harmonic phonons give 2 to 2.5%. The occupancy rule carries over to another potential, but the cell conditions must be checked for the geometry that potential produces.

## Table of computed values

```
lattice constant a = 0.54309 nm; box edge L = 2.1724 nm
reference sites = 512; atoms in MD = 512
bond length = 0.2352 nm; safe radius h = 0.1176 nm
SW energy per atom = -4.3366 eV
initial pair s = 0.085 nm; z = 0.075 nm
pair limits: 3a/8 = 0.2037 nm; a/4 = 0.1358 nm
pair limit a/2 = 0.2715 nm; 2s-z = 0.0950 nm
initial partner-site distance = 0.1417 nm
initial split: vacancies, excess = (0, 1)
sphere radius for comparison = 0.060 nm
initial sphere count: off-site, empty = (2, 1)
relaxed split: vacancies, excess = (0, 1)
relaxed sphere count: off-site, empty = (2, 1)
relaxed pair length = 0.2474 nm
relaxed partner-site distances = 0.1438, 0.1437 nm
SW interstitial formation energy = 4.436 eV
largest residual force component = 0.0007 eV/nm
tetrahedral host labels found = 4
planted defect separation = 1.8813 nm
noisy cells with both planted sites found = 100
time step = 1.50 fs; run time = 3.00 ps
target temperature = 600 K; mean = 648.9 K
total energy change = 0.2838 meV/atom
drift speed = 0.0500 nm/ps
imposed drift length = 0.1500 nm
imposed drift xyz = [0.0866 0.0866 0.0866] nm
refined drift xyz = [0.08685 0.08633 0.08627] nm
drift error: phase = 0.000799, refined = 0.000497 nm
uncorrected: vacancies, excess = (255, 255)
corrected: vacancies, excess = (1, 1)
snapshots with (1, 1) = 40 of 40
planted vacancy xyz = [1.0862 1.0862 1.0862] nm
final vacancy xyz = [1.222  0.9504 0.9504] nm
vacancy shift in relaxation = 0.0000 nm
vacancy shift in MD = 0.2352 nm
last samples with same vacancy site = 38
atoms with changed host = 1
atom on planted vacancy: site distance = 0.0686 nm, came from 0.2352 nm away
quenched snapshot: vacancies, excess = (1, 1)
vacancy shift on quenching = 0.0000 nm
interstitial host xyz = [0. 0. 0.] nm
interstitial host moved = 0.0000 nm
MD split-pair length = 0.2524 nm
wrapped-mean test: true x = 0.1866 nm
wrapped-mean test: estimated x = 0.0487 nm
run sigma = 0.00943 nm; largest single u = 0.0767 nm
exit probability in run = 2.23e-35
1600 K sigma, harmonic scaling = 0.01481 nm
1600 K exit probability = 4.04e-15
test sigma = 0.045 nm; exit formula = 0.01795
exit Monte Carlo = 0.01787
rough expansion coefficient = 4.0e-06 1/K
expansion strain from 300 K = 1.396e-03
unscaled-reference corner misfit = 0.00263 nm
box edge where misfit reaches h = 97.3 nm
rough Debye temperature = 640 K
quantum/classical mean-square u = 1.0268
```
